**Depth-dependent Knudsen diffusivity between parallel trench walls**

The program tests that cosine re-emission between walls a distance $w$ apart gives flights whose mean square displacement along the depth diverges logarithmically, so that the fitted diffusivity $D=\bar vLW/4$ grows with the depth $L$. Here $W$ is the probability that an entering molecule reaches an absorbing floor, and $\bar v$ is the mean thermal speed. It asserts that sampled flights agree with the displacement law, and that an integration over emission angles gives the finite value $8a^2/3$ for a tube of radius $a$. For $L/w$ from 10 to 300 it solves the wall balance and asserts that $LW/w$ lies between the two derived bounds, within 10 % of $\ln(2L/w)-1/2$, and agrees with a separate solution of the nonlocal flux law. Random trajectories confirm $W$ at $L/w=10$. Solutions at $L/w=10^{20}$ and $10^{40}$, which are mathematical limits and not real trenches, test the coefficients $C$ and $B$ of the inverse-logarithm corrections; their mesh does not resolve the layers at the ends. The output shows $LW/w$ rising from 2.41 to 5.83, and $D$ in a trench 100 nm wide rising from 0.231 to 0.559 cm²/s between depths of 1 and 30 µm. It also shows that a wall reaction probability of 0.01 lowers $W$ by about 69 % at a depth of 5 µm, the largest of the neglected effects that were sized.

## Program and output

```python
"""
Result under test: between infinite parallel walls with cosine re-emission, the
mean square flight displacement along the depth diverges logarithmically, so the
diffusivity fitted to a trench of depth L grows like ln(L/width).

Lengths are in units of the wall spacing unless a name carries a unit.
  K(x)  density of the displacement x along the depth in one flight
  q(t)  flux through a plane caused by a unit step of wall emission at distance t
  f(x)  wall impact rate relative to the impact rate at the mouth
  W     probability that an entering molecule reaches the absorbing floor
  L*W   fitted diffusivity in units of (mean speed * spacing / 4)
For large lam = ln(2L):  L*W = lam - 1/2 - C/lam - B/lam**2 - ...
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad

rng = np.random.default_rng(12345)


def K(x):
    return 0.5 / (1.0 + x * x) ** 1.5


def q(t):
    t = np.abs(t)
    return 1.0 / (np.sqrt(1.0 + t * t) + t)


def q_integral(t):
    """Odd antiderivative of q."""
    return 0.5 * (np.arcsinh(t) + t / (np.sqrt(1.0 + t * t) + np.abs(t)))


def beyond(y):
    """Probability that one flight goes farther than y in a given sense."""
    return 0.5 * (1.0 - y / np.sqrt(1.0 + y * y))


def cut_moment(R):
    return np.arcsinh(R) - R / np.sqrt(1.0 + R * R)


def upper_bound(L):
    """L*W for a linear emission profile, closed form."""
    r = np.sqrt(1.0 + L * L)
    R2 = (r * r + r * L + L * L) / (6 * (r + L))
    R2 += 0.5 * (L * np.arcsinh(L) - r) + 1.0 / 3.0
    return 2.0 * R2 / L


def wall_balance(L, sticking=0.0, order=6):
    """Solve the balance of molecules on the walls by Gauss panels."""
    panels = int(np.ceil(L))
    nodes, weights = np.polynomial.legendre.leggauss(order)
    h = L / panels
    x = (h * (np.arange(panels)[:, None] + 0.5 * (nodes + 1))).ravel()
    wt = np.tile(0.5 * h * weights, panels)
    keep = 1.0 - sticking
    A = np.eye(x.size) - keep * K(x[:, None] - x[None, :]) * wt[None, :]
    f = np.linalg.solve(A, beyond(x))
    direct = np.sqrt(1.0 + L * L) - L
    W = direct + 2.0 * keep * np.sum(wt * f * beyond(L - x))
    return W, 2.0 * np.sum(wt * f), f


def nonlocal_law(L, first=0.03, n=600):
    """Find the gradient that gives the same flux through every plane.

    The gradient is symmetric about mid-depth, so only the upper half is solved.
    Returns W, the shortfall of L*W below the linear-profile value, and the
    gradient at mid-depth relative to the mean gradient.
    """
    edges = np.concatenate([[0.0], np.geomspace(first, L / 2, n)])
    mids = 0.5 * (edges[1:] + edges[:-1])
    size = np.diff(edges)
    pts = np.concatenate([[0.0], mids])
    M = np.empty((pts.size, pts.size))
    M[:, 0] = q(pts) + q(L - pts)
    near = q_integral(pts[:, None] - edges[None, :])
    far = q_integral((L - pts)[:, None] - edges[None, :])
    M[:, 1:] = near[:, :-1] - near[:, 1:] + far[:, :-1] - far[:, 1:]
    m = np.linalg.solve(M, np.ones(pts.size))
    W = 0.5 / (m[0] + np.sum(m[1:] * size))
    gradient = m[1:] * L * W
    response = q_integral(pts) + q_integral(L - pts) - upper_bound(L)
    shortfall = -2 * (np.sum((gradient - 1) * size / L * response[1:])
                      + m[0] * W * response[0])
    return W, shortfall, gradient[-1]


def trajectories(L, number):
    """Follow molecules from the mouth, flight by flight, in three dimensions."""
    z = rng.random(number)
    u = rng.random(number)
    ux = np.sqrt(1.0 - u)
    uz = np.sqrt(u) * np.cos(2 * np.pi * rng.random(number))
    x = ux / np.abs(uz) * np.where(uz > 0, 1.0 - z, z)
    reached = 0
    while x.size:
        reached += np.count_nonzero(x > L)
        x = x[(x >= 0) & (x <= L)]
        u = rng.random(x.size)
        x = x + np.sqrt(u / (1 - u)) * np.cos(2 * np.pi * rng.random(x.size))
    return reached / number


# Single flights sampled from the cosine law
N = 4_000_000
u = rng.random(N)
hop = np.sqrt(u / (1 - u)) * np.cos(2 * np.pi * rng.random(N))
R_test = 30.0
sampled_moment = np.mean(np.where(np.abs(hop) < R_test, hop**2, 0.0))
assert abs(sampled_moment - cut_moment(R_test)) < 0.06  # over 5 standard errors
for y in (0.5, 2.0, 10.0):
    assert abs(np.mean(hop > y) - beyond(y)) < 0.0015
mean_length = np.mean(1.0 / np.sqrt(1 - u))
assert abs(mean_length - 2.0) < 0.02
for R in (100.0, 1000.0):
    assert abs(cut_moment(R) - (np.log(2 * R) - 1)) < 1e-3

# Cylinder of unit radius: mean square axial flight on a grid of emission angles
n = 2000
th = (np.arange(n) + 0.5)[:, None] * (np.pi / 2) / n
ph = (np.arange(n) + 0.5)[None, :] * (np.pi / 2) / n
normal, axial = np.cos(th), np.sin(th) * np.sin(ph)
cross2 = normal**2 + (np.sin(th) * np.cos(ph)) ** 2
flight2 = (2 * normal * axial / cross2) ** 2
cylinder_moment = np.sum(flight2 * 2 * np.sin(th) * normal) * (np.pi / 2) / n / n
assert abs(cylinder_moment - 8 / 3) < 0.01

# Plane-crossing kernel from counting flights, and closed integrals
for t in (0.0, 0.7, 5.0):
    count = 2 * quad(lambda s: (s - t) * K(s), t, np.inf)[0]
    assert abs(count - q(t)) < 1e-7
for L in (3.0, 50.0):
    assert abs(quad(q, 0, L)[0] - q_integral(L)) < 1e-7
    lin = 2 / L * quad(lambda s: (L - s) * q(s), 0, L)[0]
    assert abs(lin - upper_bound(L)) < 1e-7

# Trenches: wall balance against bounds, leading form, nonlocal law, trajectories
aspects = (10.0, 50.0, 100.0, 300.0)
W, leading = {}, {}
for L in aspects:
    W[L], hits, f = wall_balance(L)
    leading[L] = np.log(2 * L) - 0.5
    assert np.all(np.diff(f) < 0)
    assert abs(hits / L - 1) < 1e-5
    assert q_integral(L) < L * W[L] < upper_bound(L)
    # corrections fall only as inverse logarithms, hence a coarse tolerance
    assert abs(L * W[L] / leading[L] - 1) < 0.10
    assert abs(nonlocal_law(L)[0] / W[L] - 1) < 1e-3
W_mc = trajectories(10.0, 200_000)
assert abs(W_mc - W[10.0]) < 0.005

# Correction coefficients from their integrals; nodes cluster at the ends
s, ws = np.polynomial.legendre.leggauss(300)
s, ws = 0.5 * (s + 1), 0.5 * ws
xi, rest = s * s * (3 - 2 * s), (1 - s) ** 2 * (1 + 2 * s)
ws = ws * 6 * s * (1 - s)
c = 1 + 0.5 * (np.log(xi) + np.log(rest))
C = 1 - np.pi**2 / 12
assert abs(np.sum(ws * c**2) - C) < 1e-5
# second point of the pair is xi*ratio, with ratio on the same nodes
product = xi[:, None] * xi[None, :]
product_rest = rest[:, None] + xi[:, None] * rest[None, :]
c_pair = 1 + 0.5 * (np.log(product) + np.log(product_rest))
pair = 2 * np.sum(ws[:, None] * ws[None, :]
                  * (c[:, None] - c_pair) ** 2 / rest[None, :])
B = -np.sum(ws * c**2 * (c - 0.5)) + 0.25 * pair

# The same coefficients from the nonlocal law at extreme mathematical depths
deep = (1e20, 1e40)
lam = np.log(2 * np.array(deep))
solved = [nonlocal_law(L, first=1e-7 * L) for L in deep]
short = np.array([item[1] for item in solved])
C_found = (lam[1] - lam[0]) / (1 / short[1] - 1 / short[0])
assert abs(C_found / C - 1) < 0.02
second = short * lam**2 - C * lam
B_found = (second[1] * lam[1] - second[0] * lam[0]) / (lam[1] - lam[0])
assert abs(B_found / B - 1) < 0.08  # higher terms and mesh error are amplified
mid_found = (1 - solved[1][2]) * lam[1]
mid_expected = 1 + 0.5 * np.log(0.25)
assert abs(mid_found - mid_expected) < 2 / lam[1]  # next order in 1/lam

# Worked example: rough values for alumina from trimethylaluminium
width_nm, T, p_torr = 100.0, 500.0, 0.1
molar_mass, diameter_nm = 72.0, 0.6
mass = molar_mass * const.atomic_mass
speed = np.sqrt(8 * const.k * T / (np.pi * mass))
unit_D = speed * width_nm * 1e-9 / 4 * 1e4
D = {L: unit_D * L * W[L] for L in aspects}
D_hydraulic = unit_D * 8 / 3
area = np.pi * (diameter_nm * 1e-9) ** 2
mfp_um = const.k * T / (np.sqrt(2) * area * p_torr * const.torr) * 1e6

# Effects left out of the model
W_s = {r: wall_balance(50.0, r)[0] for r in (1e-3, 1e-2)}
assert W_s[1e-2] < W_s[1e-3] < W[50.0]
film_nm = 10.0
narrow = 1 - 2 * film_nm / width_nm
L_narrow = 50.0 / narrow
D_narrow = unit_D * narrow * L_narrow * wall_balance(L_narrow)[0]
half_length = 500.0


def lost_moment(L):
    """Relative part of the cut moment carried by flights past the trench ends."""
    g = lambda v, a: 4 * a * a / (np.pi * (a * a + v * v + half_length**-2) ** 2)
    return dblquad(g, 0, L / half_length, 1, np.inf)[0] / cut_moment(L)


print("FLIGHTS (lengths in wall spacings w)")
print(f"mean flight length, sampled: {mean_length:.3f} w")
print(f"mean square cut at 30 w, sampled: {sampled_moment:.3f} w^2")
print(f"mean square cut at 30 w, formula: {cut_moment(30.0):.3f} w^2")
for R in (10.0, 100.0, 1000.0):
    print(f"mean square cut at {R:.0f} w: {cut_moment(R):.3f} w^2")
print(f"cylinder mean square, angle grid: {cylinder_moment:.3f} radius^2")
print("TRENCH: W, then L*W/w: lower bound, solved, ln(2L/w)-1/2, upper bound")
for L in aspects:
    print(f"L/w={L:.0f}: W={W[L]:.5f}; {q_integral(L):.3f}, {L*W[L]:.3f}, "
          f"{leading[L]:.3f}, {upper_bound(L):.3f}")
print(f"W at L/w=10 from trajectories: {W_mc:.4f}")
print(f"C = 1-pi^2/12: {C:.4f}")
print(f"C from L/w=1e20 and 1e40: {C_found:.4f}")
print(f"B from its integral: {B:.3f}")
print(f"B from L/w=1e20 and 1e40: {B_found:.3f}")
print(f"(1 - scaled mid gradient)*ln(2L/w) at 1e40, solved: {mid_found:.4f}")
print(f"the same in the limit, 1-ln 2: {mid_expected:.4f}")
print("EXAMPLE (rough typical inputs)")
print(f"width: {width_nm:.0f} nm; temperature: {T:.0f} K")
print(f"pressure: {p_torr:.1f} Torr; molar mass: {molar_mass:.0f} g/mol")
print(f"molecular diameter: {diameter_nm:.1f} nm")
print(f"mean speed: {speed:.1f} m/s")
print(f"v*w/4: {unit_D:.4f} cm2/s")
for L in aspects:
    print(f"depth {L*width_nm/1000:.0f} um: fitted D = {D[L]:.4f} cm2/s")
print(f"constant D from hydraulic diameter 2w: {D_hydraulic:.4f} cm2/s")
print(f"D(5 um) / hydraulic D: {D[50.0]/D_hydraulic:.3f}")
print(f"D(30 um) / D(1 um): {D[300.0]/D[10.0]:.3f}")
print(f"asymptotic gain of D per doubling of depth: {unit_D*np.log(2):.4f} cm2/s")
print("LEFT OUT OF THE MODEL")
print(f"mean wall hits per entering molecule, 5 um: {wall_balance(50.0)[1]:.2f}")
for r in W_s:
    print(f"wall reaction probability {r:.3f}, 5 um: W={W_s[r]:.5f}, "
          f"change {100*(W_s[r]/W[50.0]-1):.1f} %")
print(f"film {film_nm:.0f} nm per wall, 5 um: D changes by "
      f"{100*(D_narrow/D[50.0]-1):.1f} %")
print(f"gas mean free path: {mfp_um:.0f} um")
print(f"mean flight / mean free path: {2*width_nm/1000/mfp_um:.1e}")
for L in (50.0, 300.0):
    print(f"depth {L*width_nm/1000:.0f} um: depth / mean free path = "
          f"{L*width_nm/1000/mfp_um:.3f}")
print(f"trench length assumed: {2*half_length*width_nm/1000:.0f} um")
for L in (50.0, 300.0):
    print(f"depth {L*width_nm/1000:.0f} um: cut moment lost past trench ends = "
          f"{100*lost_moment(L):.4f} %")
print("no test failed")
```

Output:

```
FLIGHTS (lengths in wall spacings w)
mean flight length, sampled: 2.001 w
mean square cut at 30 w, sampled: 3.101 w^2
mean square cut at 30 w, formula: 3.095 w^2
mean square cut at 10 w: 2.003 w^2
mean square cut at 100 w: 4.298 w^2
mean square cut at 1000 w: 6.601 w^2
cylinder mean square, angle grid: 2.666 radius^2
TRENCH: W, then L*W/w: lower bound, solved, ln(2L/w)-1/2, upper bound
L/w=10: W=0.24056; 1.748, 2.406, 2.496, 2.561
L/w=50: W=0.08003; 2.553, 4.002, 4.105, 4.118
L/w=100: W=0.04709; 2.899, 4.709, 4.798, 4.805
L/w=300: W=0.01944; 3.448, 5.831, 5.897, 5.899
W at L/w=10 from trajectories: 0.2411
C = 1-pi^2/12: 0.1775
C from L/w=1e20 and 1e40: 0.1774
B from its integral: 0.586
B from L/w=1e20 and 1e40: 0.583
(1 - scaled mid gradient)*ln(2L/w) at 1e40, solved: 0.3139
the same in the limit, 1-ln 2: 0.3069
EXAMPLE (rough typical inputs)
width: 100 nm; temperature: 500 K
pressure: 0.1 Torr; molar mass: 72 g/mol
molecular diameter: 0.6 nm
mean speed: 383.4 m/s
v*w/4: 0.0959 cm2/s
depth 1 um: fitted D = 0.2306 cm2/s
depth 5 um: fitted D = 0.3836 cm2/s
depth 10 um: fitted D = 0.4514 cm2/s
depth 30 um: fitted D = 0.5589 cm2/s
constant D from hydraulic diameter 2w: 0.2556 cm2/s
D(5 um) / hydraulic D: 1.501
D(30 um) / D(1 um): 2.424
asymptotic gain of D per doubling of depth: 0.0664 cm2/s
LEFT OUT OF THE MODEL
mean wall hits per entering molecule, 5 um: 50.00
wall reaction probability 0.001, 5 um: W=0.06501, change -18.8 %
wall reaction probability 0.010, 5 um: W=0.02444, change -69.5 %
film 10 nm per wall, 5 um: D changes by -15.5 %
gas mean free path: 324 um
mean flight / mean free path: 6.2e-04
depth 5 um: depth / mean free path = 0.015
depth 30 um: depth / mean free path = 0.093
trench length assumed: 100 um
depth 5 um: cut moment lost past trench ends = 0.0039 %
depth 30 um: cut moment lost past trench ends = 0.4508 %
no test failed
```
